# Carbonyl stretches of M(CO)6 with distinct cis and trans force constants: a numerical check

```python
"""
Carbonyl stretches of octahedral M(CO)6 in the carbonyl-only harmonic model.
Result under test, with mu = 1/m_C + 1/m_O and lambda = (2 pi c nu)^2:
    lambda(A1g) = mu (k + 4 kc + kt)      once
    lambda(Eg)  = mu (k - 2 kc + kt)      twice
    lambda(T1u) = mu (k - kt)             three times
k: C-O stretching constant; kc, kt: cis and trans interaction constants,
each pair of bonds counted once in the potential; f: M-C stretching constant.
The reference is the Cartesian Hessian of all 13 atoms, by finite differences.
Units inside: N/m, atomic mass units, angstrom.
"""
import itertools
import numpy as np
from scipy import constants as const

m_C, m_O, m_M = 12.0, 15.9949, 100.0
d_MC, d_CO = 2.00, 1.15
mu = 1 / m_C + 1 / m_O

axes = np.vstack([np.eye(3), -np.eye(3)])
pairs = list(itertools.combinations(range(6), 2))
cis = np.array([p for p in pairs if abs(axes[p[0]] @ axes[p[1]]) < 0.5])
trans = np.array([p for p in pairs if axes[p[0]] @ axes[p[1]] < -0.5])
assert len(cis) == 12 and len(trans) == 3

# atom order: metal, six carbons, six oxygens
equilibrium = np.vstack([np.zeros((1, 3)), d_MC * axes,
                         (d_MC + d_CO) * axes]).ravel()
masses = np.repeat([m_M] + [m_C] * 6 + [m_O] * 6, 3)


def potential(x, k, kc, kt, f):
    """Energy from true bond lengths, in N/m times angstrom squared."""
    atoms = x.reshape(13, 3)
    co = atoms[7:] - atoms[1:7]
    mc = atoms[1:7] - atoms[0]
    r = np.sqrt((co * co).sum(axis=1)) - d_CO
    s = np.sqrt((mc * mc).sum(axis=1)) - d_MC
    return (0.5 * k * (r @ r) + 0.5 * f * (s @ s)
            + kc * (r[cis[:, 0]] @ r[cis[:, 1]])
            + kt * (r[trans[:, 0]] @ r[trans[:, 1]]))


def normal_modes(k, kc, kt, f=0.0, h=1e-4):
    """Eigenvalues (N/m per u, ascending) and mass-weighted eigenvectors."""
    n = equilibrium.size
    steps = h * np.eye(n)
    hessian = np.zeros((n, n))
    for i in range(n):
        for j in range(i, n):
            total = 0.0
            for a, b in ((1, 1), (1, -1), (-1, 1), (-1, -1)):
                x = equilibrium + a * steps[i] + b * steps[j]
                total += a * b * potential(x, k, kc, kt, f)
            hessian[i, j] = hessian[j, i] = total / (4 * h * h)
    return np.linalg.eigh(hessian / np.sqrt(np.outer(masses, masses)))


def formula(k, kc, kt):
    """Symmetry force constants lambda/mu for A1g, Eg, T1u."""
    return np.array([k + 4 * kc + kt, k - 2 * kc + kt, k - kt])


def invert(F):
    """Force constants k, kc, kt from the three symmetry constants."""
    FA, FE, FT = F
    return np.array([(FA + 2 * FE + 3 * FT) / 6, (FA - FE) / 6,
                     (FA + 2 * FE - 3 * FT) / 6])


def wavenumber(lam):
    """Wavenumber in cm^-1 from an eigenvalue in N/m per u."""
    omega = np.sqrt(np.asarray(lam) / const.atomic_mass)
    return omega / (2 * np.pi * const.c * 100)


def species_constants(values):
    """lambda/mu for A1g, Eg, T1u when these lie in descending order."""
    top = values[-6:]
    assert np.ptp(top[:3]) < 1e-6 * top[0]
    assert np.ptp(top[3:5]) < 1e-6 * top[3]
    return np.array([top[5], top[3:5].mean(), top[:3].mean()]) / mu


# Eigenvalues and degeneracies, including reversed orders and kt = 2 kc
k, kc, kt = 1650.0, 25.0, 55.0
for constants_set in ((k, kc, kt), (1650.0, 40.0, 20.0),
                      (1700.0, -15.0, 30.0), (1600.0, 30.0, 60.0)):
    values, _ = normal_modes(*constants_set)
    expected = np.sort(np.repeat(mu * formula(*constants_set), [1, 2, 3]))
    assert np.allclose(values[-6:], expected, rtol=1e-6, atol=0)
    assert np.max(np.abs(values[:-6])) < 1e-6 * values[-1]

# Restricted scheme kt = 2 kc: sum rule and reduced eigenvalues
F_restricted = species_constants(normal_modes(1600.0, 30.0, 60.0)[0])
assert abs(F_restricted @ [1, -4, 3]) < 1e-2
assert np.allclose(F_restricted, [1600 + 6 * 30, 1600, 1600 - 2 * 30],
                   rtol=1e-6)

# Main example: bond extensions in each normal mode
values, vectors = normal_modes(k, kc, kt)
F = species_constants(values)
displacements = (vectors[:, -6:] / np.sqrt(masses)[:, None]).reshape(13, 3, 6)
extensions = np.einsum('ix,ixm->im', axes,
                       displacements[7:] - displacements[1:7])
assert np.allclose(extensions @ extensions.T, mu * np.eye(6), atol=1e-6)
shapes = extensions / np.sqrt(mu)
spaces = {'A1g': shapes[:, 5:], 'Eg': shapes[:, 3:5], 'T1u': shapes[:, :3]}

# Symmetry labels from characters over the 48 operations of Oh
norms = {name: 0.0 for name in spaces}
operation_count = 0
for order in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        R = np.diag(signs) @ np.eye(3)[list(order)]
        moved = (axes @ (R @ axes.T) > 0.5).astype(float)
        characters = {'A1g': 1.0, 'Eg': np.trace(np.abs(R)) - 1,
                      'T1u': np.trace(R)}
        for name, Q in spaces.items():
            assert abs(np.trace(Q.T @ moved @ Q) - characters[name]) < 1e-5
            norms[name] += characters[name] ** 2
        operation_count += 1
assert operation_count == 48
assert all(abs(total / 48 - 1) < 1e-12 for total in norms.values())

# Selection rules from bond dipole and bond polarizability derivatives
dipole = {name: axes.T @ Q for name, Q in spaces.items()}
polar = {name: np.einsum('ix,iy,im->mxy', axes, axes, Q)
         for name, Q in spaces.items()}
assert np.allclose(dipole['A1g'], 0, atol=1e-5)
assert np.allclose(dipole['Eg'], 0, atol=1e-5)
assert np.linalg.matrix_rank(dipole['T1u'], tol=1e-3) == 3
assert np.allclose(polar['T1u'], 0, atol=1e-5)
isotropic = polar['A1g'][0]
assert abs(isotropic[0, 0]) > 0.1
assert np.allclose(isotropic, isotropic[0, 0] * np.eye(3), atol=1e-5)
assert np.allclose(np.trace(polar['Eg'], axis1=1, axis2=2), 0, atol=1e-5)
assert np.min(np.linalg.norm(polar['Eg'], axis=(1, 2))) > 0.1

# Inversion and the departure from the restricted scheme
recovered = invert(F)
assert np.allclose(recovered, [k, kc, kt], atol=1e-2)
departure = F @ [1, -4, 3]
assert abs(departure - 6 * (2 * kc - kt)) < 1e-2

# Restricted fit to A1g and T1u only, then prediction of Eg
k_fit, kc_fit = np.linalg.solve([[1, 6], [1, -2]], [F[0], F[2]])
nu = wavenumber(mu * F)
nu_Eg_fit = wavenumber(mu * k_fit)

# Effect of M-C stretching: first-order law, then a finite constant
share = (m_O / (m_C + m_O)) ** 2
f_small = 1.0
F_small = species_constants(normal_modes(k, kc, kt, f_small)[0])
assert np.allclose((F_small - F) / f_small, share, rtol=1e-3)
f = 200.0
F_mc = species_constants(normal_modes(k, kc, kt, f)[0])
nu_mc = wavenumber(mu * F_mc)
apparent = invert(F_mc)
change = apparent - np.array([k, kc, kt])
assert change[0] > 20 * max(abs(change[1]), abs(change[2]))
# a very heavy metal does not recoil: the three species then shift almost alike
masses[:3] = 1e9
F_heavy = species_constants(normal_modes(k, kc, kt, f)[0])
masses[:3] = m_M
spread_light = np.ptp(F_mc - F)
spread_heavy = np.ptp(F_heavy - F)
assert spread_heavy < 0.5 * spread_light

names = ('A1g', 'Eg', 'T1u')
print(f"mass of C: {m_C:.4f} u")
print(f"mass of O: {m_O:.4f} u")
print(f"mass of M: {m_M:.1f} u")
print(f"inverse reduced mass mu: {mu:.6f} 1/u")
print(f"reduced mass of CO: {1 / mu:.4f} u")
print(f"input k: {k:.1f} N/m")
print(f"input kc: {kc:.1f} N/m")
print(f"input kt: {kt:.1f} N/m")
for name, value in zip(names, F):
    print(f"F({name}) from Hessian: {value:.2f} N/m")
for name, value in zip(names, nu):
    print(f"wavenumber {name}: {value:.1f} cm^-1")
for name, value in zip(('k', 'kc', 'kt'), recovered):
    print(f"recovered {name}: {value:.2f} N/m")
print(f"F(A1g) - 4 F(Eg) + 3 F(T1u): {departure:.2f} N/m")
print("Restricted fit kt = 2 kc to A1g and T1u:")
print(f"  k: {k_fit:.2f} N/m")
print(f"  kc: {kc_fit:.2f} N/m")
print(f"  kt: {2 * kc_fit:.2f} N/m")
print(f"  predicted Eg: {nu_Eg_fit:.1f} cm^-1")
print(f"  predicted minus model Eg: {nu_Eg_fit - nu[1]:.1f} cm^-1")
print(f"With M-C stretching constant f: {f:.1f} N/m")
print(f"  first-order factor (mO/(mC+mO))^2: {share:.4f}")
print(f"  first-order rise of every F: {share * f:.2f} N/m")
for name, new, old in zip(names, F_mc, F):
    print(f"  actual rise of F({name}): {new - old:.2f} N/m")
for name, new, old in zip(names, nu_mc, nu):
    print(f"  wavenumber {name}: {new:.1f} cm^-1, shift {new - old:.1f} cm^-1")
for name, value in zip(('k', 'kc', 'kt'), apparent):
    print(f"  apparent {name}: {value:.2f} N/m")
print(f"  spread of the three rises, M = 100 u: {spread_light:.2f} N/m")
print(f"  spread of the three rises, fixed M: {spread_heavy:.2f} N/m")
print("verified")
```

It prints:

```
mass of C: 12.0000 u
mass of O: 15.9949 u
mass of M: 100.0 u
inverse reduced mass mu: 0.145853 1/u
reduced mass of CO: 6.8562 u
input k: 1650.0 N/m
input kc: 25.0 N/m
input kt: 55.0 N/m
F(A1g) from Hessian: 1805.00 N/m
F(Eg) from Hessian: 1655.00 N/m
F(T1u) from Hessian: 1595.00 N/m
wavenumber A1g: 2113.8 cm^-1
wavenumber Eg: 2024.1 cm^-1
wavenumber T1u: 1987.1 cm^-1
recovered k: 1650.00 N/m
recovered kc: 25.00 N/m
recovered kt: 55.00 N/m
F(A1g) - 4 F(Eg) + 3 F(T1u): -30.00 N/m
Restricted fit kt = 2 kc to A1g and T1u:
  k: 1647.50 N/m
  kc: 26.25 N/m
  kt: 52.50 N/m
  predicted Eg: 2019.5 cm^-1
  predicted minus model Eg: -4.6 cm^-1
With M-C stretching constant f: 200.0 N/m
  first-order factor (mO/(mC+mO))^2: 0.3264
  first-order rise of every F: 65.29 N/m
  actual rise of F(A1g): 67.04 N/m
  actual rise of F(Eg): 67.20 N/m
  actual rise of F(T1u): 68.43 N/m
  wavenumber A1g: 2152.7 cm^-1, shift 38.9 cm^-1
  wavenumber Eg: 2064.8 cm^-1, shift 40.7 cm^-1
  wavenumber T1u: 2029.2 cm^-1, shift 42.2 cm^-1
  apparent k: 1717.79 N/m
  apparent kc: 24.97 N/m
  apparent kt: 54.36 N/m
  spread of the three rises, M = 100 u: 1.39 N/m
  spread of the three rises, fixed M: 0.23 N/m
verified
```
